\section*{Where ballistic and diffusive resistances of a disc heater cross}

\section{Problem}

A circular heater of radius $a$ lies on the flat surface of a half-space and sends phonons into it. The phonons are grey: they share one speed $v$, one mean free path $\Lambda$ and a heat capacity $C$ per unit volume. Scattering conserves energy and makes the direction isotropic. The heater is black, meaning that it absorbs every phonon that strikes it and emits as a body at its own temperature. Its temperature is uniform and exceeds that of the distant medium by a small amount $\Delta T$. The surface outside the disc reflects phonons specularly, so it passes no heat, and the flow is steady.

The thermal resistance is $R=\Delta T/Q$, where $Q$ is the net power entering the half-space. It has two simple limits. If $a\ll\Lambda$, phonons leave without scattering near the heater, and $R$ tends to a ballistic value $R_b$. If $a\gg\Lambda$, heat spreads by conduction, and $R$ tends to a diffusive value $R_d$.

(a) At what radius $a^*$ are the two limiting expressions equal?

(b) How large is the actual resistance of the model at that radius?

(c) Take $C=1.6\ \mathrm{J/(cm^3\,K)}$, $v=6\times10^5\ \mathrm{cm/s}$ and $\Lambda=45$ nm. Find $a^*$, and the temperature rise of a spot of radius 10 nm that dissipates $10\ \mu\mathrm{W}$. These are round values in the rough regime of a hot spot at the drain of a silicon transistor near 300 K, where hot carriers give their energy to the lattice.

\section{First estimate by scaling}

In the ballistic limit the excess energy density at the heater is of order $C\Delta T$. It leaves at speed $v$ through an area of order $a^2$, so
\begin{equation}
Q\sim C v a^2\Delta T,\qquad R_b\sim\frac{1}{Cva^2}.
\end{equation}
In the diffusive limit the temperature falls over a distance of order $a$, because the heater sets the only length in the conduction problem. The gradient is $\Delta T/a$, the area is again $a^2$, and
\begin{equation}
Q\sim k a\,\Delta T,\qquad R_d\sim\frac{1}{ka}.
\end{equation}
The conductivity is of order $k\sim Cv\Lambda$. Equating the two resistances gives
\begin{equation}
\frac{1}{Cva^2}\sim\frac{1}{Cv\Lambda a}\quad\Rightarrow\quad a^*\sim\Lambda .
\end{equation}
For the given numbers this is 45 nm. Scaling shows that $C$ and $v$ drop out, but it cannot supply the numerical factor.

\section{Exact solution for the crossing}

\subsection{Ballistic resistance}

Emission at the base temperature is balanced by phonons arriving from the medium, so only the excess matters. For small $\Delta T$, $C$ is constant and the emitted phonons have the excess energy density per unit solid angle $C\Delta T/(4\pi)$ in every outward direction. A direction at angle $\theta$ to the normal carries energy through the surface at the rate $v\cos\theta$ times this density. The flux is
\begin{align}
q_b&=\frac{Cv\Delta T}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta\nonumber\\
&=\frac{Cv\Delta T}{4\pi}\,(2\pi)\,\frac12=\frac{Cv\Delta T}{4}.
\end{align}
When $a\ll\Lambda$, a phonon first scatters far from the disc, which then fills a negligible part of its field of view. Almost none return, and the net power is $\pi a^2q_b$:
\begin{equation}
R_b=\frac{4}{\pi a^2Cv}.
\label{eq:rb}
\end{equation}

\subsection{Conductivity}

Free flights have lengths $\ell$ with probability density $e^{-\ell/\Lambda}/\Lambda$. Their mean is $\Lambda$ and their mean square is
\begin{equation}
\langle\ell^2\rangle=\int_0^\infty\ell^2\,\frac{e^{-\ell/\Lambda}}{\Lambda}\,d\ell=2\Lambda^2 .
\end{equation}
Successive directions are independent, so the cross terms in the squared displacement average to zero. After $n$ flights the mean square displacement is $2n\Lambda^2$ and the mean elapsed time is $n\Lambda/v$. Diffusion in three dimensions gives a mean square displacement $6Dt$, since each coordinate contributes $2Dt$. Therefore
\begin{equation}
D=\frac{2n\Lambda^2}{6n\Lambda/v}=\frac{v\Lambda}{3}.
\end{equation}
The energy flux is $-D\nabla(CT)$, which identifies
\begin{equation}
k=CD=\frac{Cv\Lambda}{3}.
\label{eq:k}
\end{equation}

\subsection{Diffusive resistance of an isothermal disc}

Let $T$ now denote the temperature rise above the base. In steady conduction $\nabla^2T=0$. A point source of power $Q$ on the insulated surface produces
\begin{equation}
T=\frac{Q}{2\pi k\rho}
\label{eq:point}
\end{equation}
at distance $\rho$. The heat flow is radial, so none crosses the surface, and the flux $Q/(2\pi\rho^2)$ times the hemisphere's area $2\pi\rho^2$ is $Q$.

The flux distribution over the disc is not known beforehand; it must make the disc isothermal. Try
\begin{equation}
q(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}} .
\label{eq:q}
\end{equation}
Its total is correct:
\begin{equation}
\int_0^a2\pi r\,q\,dr=\frac{Q}{a}\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}=\frac{Q}{a}\,a=Q .
\end{equation}
To find the temperature at a point $P$ of the disc, add the point sources using polar coordinates $(\rho,\phi)$ centred on $P$. The area element $\rho\,d\rho\,d\phi$ cancels the factor $1/\rho$ in \eqref{eq:point}:
\begin{equation}
T(P)=\frac{1}{2\pi k}\int\!\!\int q\,d\rho\,d\phi .
\end{equation}
Two opposite rays from $P$ form one chord, so the integral may be taken over whole chords, with $\phi$ running from $0$ to $\pi$. Let a chord lie at distance $d$ from the centre and let $t$ be the position along it, measured from its midpoint. Then $r^2=d^2+t^2$, its half-length $h$ satisfies $h^2=a^2-d^2$, and $a^2-r^2=h^2-t^2$. Each chord contributes
\begin{equation}
\int_{-h}^{h}\frac{dt}{\sqrt{h^2-t^2}}=\pi,
\end{equation}
whatever its length. Hence
\begin{equation}
T(P)=\frac{1}{2\pi k}\,\frac{Q}{2\pi a}\,\pi\cdot\pi=\frac{Q}{4ka}
\end{equation}
at every point of the disc, and the trial flux solves the problem. No other solution exists. The difference $u$ of two solutions would vanish on the disc, pass no heat elsewhere on the surface and fall off as $1/\rho$ far away. Then $\int|\nabla u|^2dV$, which equals a surface integral of $u$ times its normal derivative, would be zero, and so would $u$. Thus
\begin{equation}
R_d=\frac{1}{4ka}.
\label{eq:rd}
\end{equation}
A numerical solution with an unknown flux on each of a set of concentric rings supports this: it gives $R_dka=0.2500$, and its flux differs from \eqref{eq:q} by at most 0.01\% for $r<0.95a$.

\subsection{The crossing}

From \eqref{eq:rb}, \eqref{eq:rd} and \eqref{eq:k},
\begin{equation}
\frac{R_b}{R_d}=\frac{4}{\pi a^2Cv}\,4ka=\frac{16k}{\pi aCv}=\frac{16\Lambda}{3\pi a}.
\label{eq:ratio}
\end{equation}
The ratio is one at
\begin{equation}
\boxed{a^*=\frac{16}{3\pi}\Lambda\simeq1.698\,\Lambda .}
\end{equation}
Below this radius $R_b$ is the larger of the two, and above it $R_d$ is.

\subsection{A second case: uniform flux}

The factor depends on what is held uniform over the heater. Suppose the flux is uniform, $q=Q/(\pi a^2)$, and the resistance is defined with the mean temperature of the disc. The ballistic result is unchanged, because without returning phonons each element has $\Delta T=4q/(Cv)$. The diffusive mean is
\begin{equation}
\bar T=\frac{1}{\pi a^2}\,\frac{Q}{\pi a^2}\,\frac{1}{2\pi k}\,W(a),\qquad
W(a)=\int\!\!\int\frac{dA\,dA'}{|\mathbf r-\mathbf r'|}.
\end{equation}
To find $W$, let a disc grow from radius $s$ to $s+ds$. Seen from a point on its rim, the disc extends a distance $2s\cos\phi$ in direction $\phi$, so the integral of $1/\rho$ over it is $\int_{-\pi/2}^{\pi/2}2s\cos\phi\,d\phi=4s$. The new ring has area $2\pi s\,ds$, and each pair of elements is counted twice in $W$:
\begin{equation}
dW=2\,(4s)(2\pi s\,ds)=16\pi s^2ds,\qquad W(a)=\frac{16\pi a^3}{3}.
\end{equation}
This gives $\bar T/Q=8/(3\pi^2ka)$, and
\begin{equation}
\frac{R_b}{R_d}=\frac{4}{\pi a^2Cv}\,\frac{3\pi^2ka}{8}=\frac{3\pi k}{2aCv}=\frac{\pi\Lambda}{2a}.
\end{equation}
The crossing moves to $\pi\Lambda/2\simeq1.571\Lambda$, about 7.5\% below the isothermal value.

\section{Comparison}

\subsection{Scaling against the exact crossing}

The scaling estimate has the right dependence on $\Lambda$ and is low by a factor 1.70. The factor can be traced. Scaling set $R_bCva^2$ to one, whereas its value is $4/\pi=1.27$. It set $R_dCv\Lambda a$ to one, whereas its value is $3/4$. The two errors act in the same direction, and $(4/\pi)/(3/4)=16/(3\pi)$.

\subsection{The resistance at the crossing}

Equality of two limiting formulas does not make either of them valid there. Let $P$ be the probability that an emitted phonon escapes to the distant medium and never returns to the disc. The heater emits an excess power $\pi a^2Cv\Delta T/4$ and reabsorbs the fraction $1-P$, so
\begin{equation}
R=\frac{R_b}{P}.
\end{equation}
Since $P\le1$, $R$ cannot be less than $R_b$. The probability was found by following random flights, with specular reflection at the surface outside the disc. A phonon that reaches a large distance $r$ is assigned its remaining chance of return from the diffusive far field. Paths can be traversed in either direction, so this chance equals $T(r)/\Delta T$, the fraction of phonons at $r$ that come from the heater. By \eqref{eq:point} and \eqref{eq:k} it is
\begin{equation}
\frac{T(r)}{\Delta T}=\frac{P\pi a^2Cv/4}{2\pi kr}=\frac{3a^2P}{8\Lambda r}.
\end{equation}
The results are

\begin{center}
\begin{tabular}{ccccc}
$a/\Lambda$ & $P$ & $R/R_b$ & $R/R_d$ & $R/(R_b+R_d)$\\
\hline
0.222 & 0.912 & 1.097 & 8.378 & 0.970\\
1.698 & 0.531 & 1.882 & 1.882 & 0.941\\
12.0 & 0.125 & 7.97 & 1.13 & 0.99
\end{tabular}
\end{center}

The standard errors, relative to the tabulated values, are at most 0.13\%, 0.28\% and 0.99\% from top to bottom. At the crossing about half of the emitted phonons return, and the resistance is 1.88 times either limit. The radius $a^*$ therefore marks the middle of a broad transition, where each formula alone gives little more than half of the resistance.

The sum $R_b+R_d$ is a useful interpolation at these three radii. It is about 6\% too high at the crossing, relative to the sum itself. At $a=12\Lambda$ its difference from the simulation is not resolved by the statistics.

The approach to diffusion is slow: at $a=12\Lambda$ the resistance still exceeds $R_d$ by 13\%. By \eqref{eq:ratio}, $R_b/R_d=16/(36\pi)\simeq0.14$ at this radius, so the sum $R_b+R_d$ would exceed $R_d$ by 14\%, which is within two standard errors of the simulated value.

\subsection{The numbers}

The conductivity is
\begin{equation}
k=\frac{1.6\times6\times10^5\times45\times10^{-7}}{3}=1.44\ \mathrm{W/(cm\,K)},
\end{equation}
and the crossing is at $a^*=1.698\times45=76.4$ nm, against 45 nm from scaling. There
\begin{equation}
R_b=R_d=\frac{1}{4\times1.44\times76.4\times10^{-7}}\ \frac{\mathrm K}{\mathrm W}=0.0227\ \mathrm{K}/\mu\mathrm W,
\end{equation}
while the simulated resistance is $0.0428\ \mathrm K/\mu\mathrm W$.

The 10 nm spot lies well on the ballistic side. For it
\begin{align}
R_b&=\frac{4}{\pi(10^{-6})^2\times1.6\times6\times10^5}\ \frac{\mathrm K}{\mathrm W}=1.326\ \mathrm K/\mu\mathrm W,\\
R_d&=\frac{1}{4\times1.44\times10^{-6}}\ \frac{\mathrm K}{\mathrm W}=0.174\ \mathrm K/\mu\mathrm W.
\end{align}
At $10\ \mu\mathrm W$ the ballistic formula gives a rise of 13.3 K, the diffusive one 1.7 K, and the simulation 14.6 K. Within the model, ordinary heat conduction with the bulk conductivity would understate the heating of this spot by a factor of about eight.

\section{The model beside a real hot spot}

The conductivity of the example is close to that of bulk silicon at room temperature, roughly $1.5\ \mathrm{W/(cm\,K)}$. A single mean free path is a much cruder description, since silicon's heat is carried by phonons whose paths range from nanometres to micrometres. The value of $C$ also counts the optical modes, which carry little heat. With about $0.9\ \mathrm{J/(cm^3\,K)}$ for the acoustic modes alone and the same $k$ and $v$, $\Lambda$ would be 80 nm, $a^*$ would be 136 nm, and the ballistic formula would give the 10 nm spot a rise of 23.6 K instead of 13.3 K. The speed is also too high: $6\times10^5$ cm/s is a sound speed, while most of the heat capacity lies in slower modes near the zone edge. A rough isotropic quadratic fit to silicon's dispersion gives the acoustic modes about $0.94\ \mathrm{J/(cm^3\,K)}$ and a mean speed, weighted by heat capacity, near $2.6\times10^5$ cm/s. At the same $k$ this means $\Lambda\approx180$ nm, $a^*\approx300$ nm and a ballistic rise of about 50 K. Counting the optical modes in $\sum_iC_iv_i$ as well gives $a^*\approx220$ nm and about 38 K. For silicon the numbers of part (c) are therefore low by a factor of roughly three to four. Nor is a drain hot spot a black disc: carriers release heat in a small volume, much of it first to optical phonons, which move slowly. With a rough optical lifetime of 5 ps and a rough optical heat capacity of $0.7\ \mathrm{J/(cm^3\,K)}$, energy held in a hemisphere of radius 10 nm raises the optical modes by a further
\begin{equation}
\frac{10^{-5}\times5\times10^{-12}}{0.7\times\frac{2\pi}{3}(10^{-6})^3}\ \mathrm K\simeq34\ \mathrm K .
\end{equation}
For these inputs this is an upper estimate, because optical phonons moving at 1 km/s would travel 5 nm in 5 ps and carry part of the energy out of the hemisphere. It is still comparable with the 14.6 K of the grey model, so for hot-carrier heating the delay in the optical modes may matter as much as the ballistic correction. It leaves the crossing of \eqref{eq:rb} and \eqref{eq:rd} where it is, but those formulas then describe only part of the temperature rise.

The effect of several mean free paths can be estimated with independent phonon groups of conductivity $k_i=C_iv_i\Lambda_i/3$ and total $k$. Conductances add. The ballistic one is $\pi a^2\sum_iC_iv_i/4=\pi a^2\sum_i3k_i/(4\Lambda_i)$ and the diffusive one is $4ka$. They are equal at
\begin{equation}
a^*=\frac{16}{3\pi}\,\Lambda_{\rm eff},\qquad \Lambda_{\rm eff}=\frac{k}{\sum_ik_i/\Lambda_i}.
\end{equation}
If half of $k$ belongs to $\Lambda=20$ nm and half to 500 nm, then $\Lambda_{\rm eff}=1/(0.5/20+0.5/500)=38.5$ nm and the crossing is at 65.3 nm. This split is only an illustration: it needs $\sum_iC_iv_i\simeq1.1\times10^6\ \mathrm{W/(cm^2\,K)}$, about three times the value the dispersion fit above gives for silicon. The groups taken separately cross at 34 nm and 849 nm. Between these radii one group is nearer its diffusive limit and the other nearer its ballistic limit, so the single number 65.3 nm hides most of the transition.

A deposited heater adds a bonded interface. A rough resistance of $5\times10^{-5}\ \mathrm{cm^2K/W}$ is 12 times the emission term $4/(Cv)$ of the example, and about four times the term from the dispersion fit above. A measured interface resistance may already include that term, so the two should not simply be added. If the interface value replaces $4/(Cv)$ in \eqref{eq:rb}, the crossing radius grows in proportion, to $12\times76.4$ nm, or about $0.9\ \mu\mathrm m$. The factor $16/(3\pi)$ therefore applies to a transparent contact. Heat released inside the crystal has no such interface to cross.

The other corrections are smaller here. If $k$ falls as $T^{-1.3}$, a rough law, warming the whole medium from 300 K by 14.6 K would lower it by 6\%; with $C$ and $v$ held fixed, $\Lambda$ and $a^*$ would fall by the same fraction. The thermal wavelength $hv/(k_BT)$, with $k_B$ the Boltzmann constant, is about 1 nm. Treating phonons as particles is thus reasonable for a 10 nm spot and would fail for one of atomic size. Finally, steady flow is approached slowly. In pure conduction, the centre of a disc of radius $a^*$ heated by a constant uniform flux reaches 73\% of its steady rise after $a^{*2}/D=65$ ps and 91\% after ten times as long, so at this radius the steady values apply only to pulses much longer than 65 ps. The ballistic part appears at once: a black disc stepped in temperature starts at $R_b$, which by the table is 53\% of the steady resistance at $a^*$ and already 91\% for the 10 nm spot. The remaining numerical checks are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
emission factor (quadrature): 0.2500
diffusivity/(v L), random flights: 0.3332
R_d k a, isothermal disc, numerical: 0.2500
largest flux-profile error, r<0.95a: 0.01 %
R_d k a, uniform flux, numerical: 0.2702
match a/L, formula 16/(3 pi): 1.6977
match a/L, numerical pieces: 1.6971
match a/L, uniform flux, pi/2: 1.5708
match a/L, uniform flux, numerical: 1.5703
walk spot: a/L = 0.222
  escape probability: 0.912
  relative standard error: 0.13 %
  R/R_b = 1.097, R/R_d = 8.378
  R/(R_b+R_d) = 0.970
walk match: a/L = 1.698
  escape probability: 0.531
  relative standard error: 0.28 %
  R/R_b = 1.882, R/R_d = 1.882
  R/(R_b+R_d) = 0.941
walk wide: a/L = 12.000
  escape probability: 0.125
  relative standard error: 0.99 %
  R/R_b = 7.968, R/R_d = 1.127
  R/(R_b+R_d) = 0.988
heat capacity C: 1.60 J/(cm^3 K)
phonon speed v: 6.0e+05 cm/s
mean free path L: 45.0 nm
conductivity k: 1.440 W/(cm K)
match radius: 76.4 nm
R_b = R_d at match: 0.0227 K/uW
simulated R at match: 0.0428 K/uW
spot radius: 10.0 nm
spot power: 10.0 uW
base temperature: 300 K
spot R_b: 1.326 K/uW
spot R_d: 0.174 K/uW
spot rise, ballistic: 13.26 K
spot rise, diffusive: 1.74 K
spot rise, simulated: 14.55 K
rough interface resistance: 5.0e-05 cm^2 K/W
interface/(4/(C v)): 12.0
rough optical lifetime: 5.0 ps
rough optical C: 0.70 J/(cm^3 K)
optical-phonon extra rise: 34.1 K
rough exponent of k(T): 1.3
k drop at simulated spot rise: 6.0 %
thermal phonon wavelength h v/(kB T): 0.96 nm
settling time a^2/D at match: 65 ps
two groups, half of k each: L = 20, 500 nm
two-group effective L: 38.5 nm
two-group match radius: 65.3 nm
separate group match radii: 34, 849 nm
\end{verbatim}
